# Electronic thermal conductivity of an aluminium transducer from its electrical resistivity

## Question

An aluminium film serves as the transducer in a thermoreflectance measurement: it absorbs a heating laser pulse, and its reflectance reports the temperature. The film has thickness $d=80$ nm and sheet resistance $R_s=0.50\ \Omega$ per square at $T=300$ K. Its electronic thermal conductivity is to be inferred from these electrical data.

Treat the conduction electrons as an isotropic, degenerate gas, with $k_BT$ far below the Fermi energy $E_F$. Each collision randomises an electron's direction. Until part (e), collisions are elastic. The electron charge is $-e$.

## (a) Currents driven by small gradients

**Find the resistivity. Then derive the electric and heat current densities when the electrochemical potential $\mu$ and the temperature $T$ vary slowly along a direction $y$.**

*Answer.* For a uniform film,

$$\rho=R_sd=(0.50\ \Omega)(80\times10^{-9}\ \mathrm{m})=4.00\times10^{-8}\ \Omega\,\mathrm{m}=4.00\ \mu\Omega\,\mathrm{cm}.$$

Let $E$ be an electron's total energy, including its electrostatic energy, so that $E$ is conserved between collisions. The probability density that the last collision happened a time $t$ ago is $e^{-t/\tau}/\tau$, where $\tau$ is the scattering time. That collision took place at $y-v_yt$, and the electron carries the equilibrium occupation $f$ of that place. Since the mean of $t$ is $\tau$, the first-order change in occupation is

$$\delta f=-\tau v_y\left(\frac{\partial f}{\partial y}\right)_E .$$

Here $f=1/(e^x+1)$ with $x=(E-\mu)/k_BT$. At fixed $E$,

$$\frac{\partial x}{\partial y}=-\frac{1}{k_BT}\left(\frac{d\mu}{dy}+k_Bx\frac{dT}{dy}\right),\qquad \frac{df}{dx}=k_BT\frac{\partial f}{\partial E},$$

and therefore

$$\delta f=-\tau v_y\left(-\frac{\partial f}{\partial E}\right)\left(\frac{d\mu}{dy}+k_Bx\frac{dT}{dy}\right).$$

An electron carries charge $-e$ and heat $E-\mu=k_BTx$. Let $g(E)$ be the number of states per volume and energy, both spins included. The average of $v_y^2$ over directions is $v^2/3$. Define

$$\sigma(E)=\frac{e^2g v^2\tau}{3},\qquad K_n=\int x^n\,\sigma(E)\left(-\frac{df}{dx}\right)dx .$$

Summing $-e\,v_y\,\delta f$ and $k_BTx\,v_y\,\delta f$ over all states gives

$$J=\frac1e\left(K_0\frac{d\mu}{dy}+k_BK_1\frac{dT}{dy}\right),\qquad
J_Q=-\frac{k_BT}{e^2}\left(K_1\frac{d\mu}{dy}+k_BK_2\frac{dT}{dy}\right).$$

At uniform temperature and density, an electric field $F$ gives $d\mu/dy=eF$. Then $J=K_0F$, so the conductivity is $\sigma=1/\rho=K_0$.

## (b) The Lorenz number

**Impose zero electric current and find $\kappa_e/(\sigma T)$ when $\sigma(E)$ hardly changes over a few $k_BT$.**

*Answer.* Setting $J=0$ gives $d\mu/dy=-k_B(K_1/K_0)\,dT/dy$. Substituting this into $J_Q=-\kappa_e\,dT/dy$ and dividing by $\sigma T=K_0T$,

$$\frac{\kappa_e}{\sigma T}=\left(\frac{k_B}{e}\right)^2\left[\frac{K_2}{K_0}-\left(\frac{K_1}{K_0}\right)^2\right].$$

The weight $w(x)=-df/dx=e^{-x}/(1+e^{-x})^2$ is even and has unit area. For constant $\sigma(E)$, $K_1$ vanishes because its integrand is odd, and $K_2/K_0=\int x^2w\,dx$. For $x>0$, expand $w=\sum_{m\ge1}(-1)^{m+1}m\,e^{-mx}$. Since $\int_0^\infty x^2e^{-mx}dx=2/m^3$,

$$\int_{-\infty}^{\infty}x^2w\,dx=4\sum_{m\ge1}\frac{(-1)^{m+1}}{m^2}=4\left(1-\frac12\right)\frac{\pi^2}{6}=\frac{\pi^2}{3}.$$

The factor $1-\tfrac12$ arises because the alternating sum is the full sum minus twice its even terms. Hence

$$\frac{\kappa_e}{\sigma T}=L_0=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2 .$$

This is the Wiedemann-Franz law. Electron density, mass and scattering time have cancelled, because the same electrons, with the same $\tau$, carry charge and heat.

## (c) The inferred value

**Evaluate $\kappa_e$. How does it change if the film is really 5% thicker and $R_s$ is unchanged?**

*Answer.* With $k_B/e=86.173\ \mu$V/K,

$$L_0=3.28987\,(86.173\times10^{-6}\ \mathrm{V/K})^2=2.443\times10^{-8}\ \mathrm{W\,\Omega/K^2},$$

$$\kappa_e=\frac{L_0T}{\rho}=\frac{7.329\times10^{-6}\ \mathrm{W\,\Omega/K}}{4.00\times10^{-8}\ \Omega\,\mathrm{m}}\approx 183\ \mathrm{W/(m\,K)}.$$

At fixed $R_s$, a thickness of $1.05d$ raises $\rho$ by 5% and lowers $\kappa_e$ by the factor $1/1.05$, to about 174.5 W/(m K). The resistivity must refer to the temperature at which $\kappa_e$ is wanted.

## (d) Is the electron gas degenerate enough?

**Take roughly $6.0\times10^{28}$ atoms/m³ with three free electrons each. Estimate the finite-temperature correction to $L_0$ for constant $\tau$, and recover $\kappa_e$ from the electronic heat capacity.**

*Answer.* The density $n=1.80\times10^{29}$ m⁻³ gives

$$E_F=\frac{\hbar^2(3\pi^2n)^{2/3}}{2m}=11.62\ \mathrm{eV},\qquad \theta=\frac{k_BT}{E_F}=2.22\times10^{-3}.$$

For free electrons $g\propto\sqrt E$ and $v^2\propto E$, with energies measured from the band bottom, so $\sigma(E)\propto E^{3/2}$. Expand about $\mu$. The ratio $k_BT/\mu$ differs from $\theta$ only at order $\theta^3$, so to the order needed

$$\frac{\sigma(E)}{\sigma(\mu)}=1+\frac32\theta x+\frac38\theta^2x^2+\dots$$

The series of part (b) also gives $\int x^4w\,dx=48\sum(-1)^{m+1}/m^4=7\pi^4/15$. In units of $\sigma(\mu)$, a common factor that cancels in the ratios $K_n/K_0$,

$$K_0=1+\frac{\pi^2\theta^2}{8},\qquad K_1=\frac{\pi^2\theta}{2},\qquad K_2=\frac{\pi^2}{3}+\frac{7\pi^4\theta^2}{40}.$$

The bracket in part (b) becomes

$$\frac{\pi^2}{3}+\pi^4\theta^2\left(\frac{7}{40}-\frac1{24}-\frac14\right)=\frac{\pi^2}{3}-\frac{7\pi^4\theta^2}{60},$$

so that $L/L_0=1-\tfrac{7}{20}\pi^2\theta^2$. The relative change is $-1.7\times10^{-5}$, which is negligible.

For the heat capacity, take $g$ constant near $E_F$. Then $\mu$ stays fixed to leading order and $\partial f/\partial T=(-\partial f/\partial E)k_Bx$. Using $g(E_F)=3n/2E_F$,

$$C_e=g(E_F)k_B^2T\int x^2w\,dx=\frac{\pi^2}{2}nk_B\theta=2.73\times10^4\ \mathrm{J/(m^3\,K)}.$$

The resistivity gives $\tau=m/(ne^2\rho)=4.93$ fs, and $v_F=\sqrt{2E_F/m}=2.02\times10^6$ m/s. Thus

$$\kappa_e=\frac13C_ev_F^2\tau\approx183\ \mathrm{W/(m\,K)}.$$

Inserting the three formulas shows why the values agree: $n$, $m$ and $E_F$ cancel and $L_0T/\rho$ remains. The agreement confirms the algebra, but is no separate evidence about aluminium.

## (e) Phonons that exchange energy

**Suppose phonons of energy $zk_BT$, in equilibrium at the local temperature, scatter electrons equally into all directions. Take $g$, $v$ and the coupling constant near $\mu$. Show that $L<L_0$ and find the leading correction for small $z$. Estimate $\kappa_e$ if phonons supply 2.7 of the 4.0 $\mu\Omega$ cm.**

*Answer.* Let $N=1/(e^z-1)$ be the phonon occupation and $f_\pm=f(x\pm z)$. Transport makes $\delta f$ odd in direction, so direction-averaged occupations keep their equilibrium values. For a state with occupation $F$, the gain and loss terms are

$$\frac{dF}{dt}\propto(1-F)\left[(N+1)f_++Nf_-\right]-F\left[N(1-f_+)+(N+1)(1-f_-)\right].$$

The relaxation rate is minus the coefficient of $F$:

$$r(x)=2N+1+f_+-f_-=\coth\frac z2-\frac{\sinh z}{\cosh x+\cosh z}.$$

It increases with $|x|$, so $\tau\propto1/r$ decreases. Heat transport weights electrons by $x^2$ and so favours those that relax faster. Since $x^2$ rises with $|x|$ while $\tau$ falls, $\int x^2\tau w\,dx<(\pi^2/3)\int\tau w\,dx$. Because $\tau$ is even, $K_1=0$. Hence $L<L_0$.

For small $z$, use $\coth(z/2)\approx2/z+z/6$ and $w=1/[2(1+\cosh x)]$. Then $r\approx(2/z)(1+z^2/12-z^2w)$ and, apart from a constant factor, $\tau\propto1+z^2w$. Differentiating $w=f(1-f)$ twice gives $w''=w-6w^2$. Integration by parts then yields

$$\int w^2dx=\frac16,\qquad \int x^2w^2dx=\frac16\left(\frac{\pi^2}{3}-2\right).$$

Therefore

$$\frac{L}{L_0}\approx1+z^2\left[\frac3{\pi^2}\left(\frac{\pi^2}{18}-\frac13\right)-\frac16\right]=1-\frac{z^2}{\pi^2}.$$

For the film $z$ is not small, so the full $r(x)$ is used. The total rate is $ar(x)+b$, where $b$ describes elastic scattering. The constant $a$ makes phonons alone give 2.7 $\mu\Omega$ cm, and $b$ is found by root search so that the total stays at 4.00 $\mu\Omega$ cm. Numerical integration over $x$ gives:

| Phonon energy (meV) | $z$ | $L/L_0$ | $\kappa_e$ (W/(m K)) |
|---:|---:|---:|---:|
| 20 | 0.774 | 0.960 | 176 |
| 30 | 1.160 | 0.915 | 168 |
| 40 | 1.547 | 0.857 | 157 |

At fixed total resistivity, the model lowers the Wiedemann-Franz value by 4 to 14%.

## (f) What the number means for the film

**Estimate lattice heat conduction, using a phonon speed of 4 km/s and mean free path of 2 nm. Estimate how much diffuse surfaces lower the in-plane conductivity. How should the result of part (c) be reported?**

*Answer.* With the classical lattice heat capacity, $3k_B$ per atom,

$$\kappa_{\rm lat}\approx\frac13(2.49\times10^6)(4000)(2.0\times10^{-9})\approx7\ \mathrm{W/(m\,K)}.$$

This adds to $\kappa_e$ and scales directly with the assumed phonon path.

For the surfaces, let $l=v_F\tau\approx10$ nm and let $c$ be the magnitude of the direction cosine to the film normal. At distance $s$ from the surface it left, an electron has regained the fraction $1-e^{-s/(lc)}$ of its bulk response. Averaging over the thickness gives $1-(lc/d)(1-e^{-d/(lc)})$. Directions contribute to in-plane current with normalised weight $\tfrac32(1-c^2)$. For $d\gg l$ the exponential may be dropped:

$$\frac{\sigma_{\rm film}}{\sigma_{\rm bulk}}\approx1-\frac{3l}{2d}\int_0^1c(1-c^2)\,dc=1-\frac{3l}{8d}.$$

The loss is about 5% of the bulk value. It scales with $l$, which here is only a free-electron estimate. Taking $l$ from the film's own resistivity, which already includes surface scattering, is accurate enough for this estimate. Sheet resistance probes in-plane transport, whereas the laser heat mainly crosses the film. The two directions can therefore differ. The 5% is a scale for the in-plane surface effect, not a correction to apply, because surfaces and grain boundaries affect cross-plane flow differently. Grain boundaries that run through the film's thickness, for example, hinder in-plane flow more than cross-plane flow, and the resulting difference can exceed 5%.

An aluminium transducer is typically of order 100 nm thick, and bulk aluminium has a resistivity of roughly 2.7 $\mu\Omega$ cm at room temperature. The film is thus a plausible case with extra scattering from defects, grain boundaries and surfaces. Its scattering is not purely elastic, since phonon energies are comparable with $k_BT=25.9$ meV. The estimate in part (e) uses one phonon energy at a time and no preference for small angles. Small-angle collisions can change an electron's energy while hardly turning it, so they would be expected to reduce heat flow more than charge flow and lower $L$ further.

The result should be reported as a Wiedemann-Franz value of about 183 W/(m K) for the electrons. With 30 meV phonons, the model gives 168 W/(m K) for the electrons and, with the rough lattice term, about 174 W/(m K) in total. The third digit of 183 is meaningful only if the stated inputs are taken as exact; it does not express the accuracy with which the film's thermal conductivity is known.

Numbers in the example were calculated in double precision.
